For the hydrogen 2s state with a cutoff radius of 4 bohr, two values of the norm-restoring coefficient satisfy the normalization condition: $\delta=-0.0148$ and $\delta=-0.335$ bohr$^{-3/2}$. Both leave the tail of the wavefunction correct. The first gives a regular potential with the 2s energy as its ground level, while the second gives a potential with a pole at 4.28 bohr. What separates the two roots also decides how far the construction can be pushed before no acceptable root is left.

## 1. Functions and conventions

Hartree atomic units are used, and all radial functions are real. The all-electron problem is a nonrelativistic mean-field problem with a local, spherical potential $V(r)$. The function $u(r)$ is $r$ times the radial orbital. It is normalized, $\int_0^\infty u^2\,dr=1$, has a bound energy $\varepsilon<0$, and is taken positive in its tail.

The scheme uses the cutoff function

$$f(r)=e^{-x^\lambda},\qquad x=r/r_c,\qquad \lambda=3.5,$$

and the first-step potential

$$V_1=(1-f)V+cf .$$

Near the origin $1-f\simeq x^\lambda$, which removes the Coulomb singularity of $V$ and gives $V_1(0)=c$. The constant $c$ is adjusted until the lowest state of angular momentum $l$ in $V_1$ has energy $\varepsilon$. That state, $w_1$, is normalized and positive for $r>0$. Its energy $E$ obeys $dE/dc=\langle w_1|f|w_1\rangle>0$, so at most one $c$ fits. Here and below, $\langle a|b\rangle=\int_0^\infty ab\,dr$.

**The tail ratio.** Both functions obey radial equations at the energy $\varepsilon$:

$$u''=\left[2(V-\varepsilon)+\frac{l(l+1)}{r^2}\right]u,\qquad
w_1''=\left[2(V_1-\varepsilon)+\frac{l(l+1)}{r^2}\right]w_1 .$$

Multiply the second by $u$, the first by $w_1$, and subtract. Since $V_1-V=f(c-V)$,

$$\frac{d}{dr}\left(uw_1'-u'w_1\right)=2f(c-V)\,uw_1 .$$

Where $f$ is negligible the bracket on the left is constant, and it must be zero because both functions decay. Then $(w_1/u)'=0$, so that

$$u=\gamma w_1,\qquad \gamma>0,$$

in the tail. At $r=2.5\,r_c$ one has $x^\lambda\approx 24.7$ and $f\approx 2\times10^{-11}$, so $\gamma$ can be read off safely beyond that radius.

The function $\gamma w_1$ has the right tail, but its norm is $\gamma^2$ instead of 1. Its total charge is therefore wrong by $\gamma^2-1$, and since the tail is right, the whole error lies inside.

## 2. The quadratic equation

The inner part is corrected with

$$w_2=\gamma(w_1+\delta g),\qquad g=r^{l+1}f .$$

The factor $r^{l+1}$ gives the correction the regular behaviour at the origin, and the factor $f$ keeps it out of the tail. Unit norm requires

$$1=\gamma^2\langle w_1+\delta g|w_1+\delta g\rangle
=\gamma^2\left(\langle w_1|w_1\rangle+2\delta\langle w_1|g\rangle+\delta^2\langle g|g\rangle\right).$$

Divide by $\gamma^2$, use $\langle w_1|w_1\rangle=1$, and move $1/\gamma^2$ to the other side:

$$\boxed{A\delta^2+2B\delta+C=0},\qquad
A=\langle g|g\rangle,\quad B=\langle w_1|g\rangle,\quad C=1-\frac1{\gamma^2}.$$

Both $A$ and $B$ are positive, because $g$ and $w_1$ are positive. The integral $A$ has a closed form. With $s=2(r/r_c)^\lambda$, so that $r=r_c(s/2)^{1/\lambda}$,

$$A=\int_0^\infty r^{2l+2}e^{-s}\,dr
=\frac{r_c^{2l+3}}{\lambda\,2^{(2l+3)/\lambda}}\int_0^\infty s^{(2l+3)/\lambda-1}e^{-s}\,ds
=\frac{r_c^{2l+3}\,\Gamma\!\left(\frac{2l+3}{\lambda}\right)}{\lambda\,2^{(2l+3)/\lambda}} .$$

This is a convenient check on the radial grid. The roots are

$$\delta_\pm=\frac{-B\pm\sqrt D}{A},\qquad D=B^2-AC .$$

Here $D$ is one quarter of the usual discriminant, because the linear coefficient was written as $2B$.

Suppose $D>0$. Since $B>0$, the root $\delta_+$ has the smaller magnitude: $|{-B}+\sqrt D|<B+\sqrt D$. "Smaller root" means smaller in magnitude. Algebraically $\delta_+$ is always the larger one, since $\delta_+-\delta_-=2\sqrt D/A>0$, so code that takes the minimum of the two numbers picks the wrong root.

The product of the roots is $C/A$ and their sum is $-2B/A$. For $\gamma<1$, $C<0$ and the roots have opposite signs, with $\delta_+>0$: charge must be added inside. For $\gamma>1$ and $D>0$ both roots are negative: charge must be removed.

Near $\gamma=1$ the difference $-B+\sqrt D$ loses digits. Multiplying numerator and denominator by $B+\sqrt D$, and using $D-B^2=-AC$, gives a form without that cancellation:

$$\boxed{\delta_+=-\frac{C}{B+\sqrt D}} .$$

For $|C|\ll B^2/A$ it reduces to $\delta_+\simeq-C/(2B)$. Small $|C|$ alone is not enough: at $r_c=2$ bohr (Section 6) $C=-0.051$ but $B^2/A=0.0027$, and the estimate is 2.7 times $\delta_+$.

**Numbers for hydrogen 2s.** The example is the nonrelativistic hydrogen atom with a fixed point nucleus, $V=-1/r$, $l=0$ and $\varepsilon=-0.125$ hartree. The 1s state plays the part of the core state to be removed. This is a one-electron exercise with $u$ known in closed form, not a potential for practical use. At $r_c=4$ bohr the fit gives $c=-0.0825$ hartree and $\gamma^2=1.05856$. Then

$$C=1-\frac{1}{1.05856}=0.05532,\qquad A=11.1622\ \text{bohr}^3,\qquad B=1.95468\ \text{bohr}^{3/2},$$

$$D=(1.95468)^2-11.1622\times0.05532=3.2033\ \text{bohr}^3,\qquad \sqrt D=1.7898\ \text{bohr}^{3/2},$$

$$\delta_+=-\frac{0.05532}{1.9547+1.7898}=-0.01477\ \text{bohr}^{-3/2},$$

$$\delta_-=-\frac{1.9547+1.7898}{11.1622}=-0.3355\ \text{bohr}^{-3/2}.$$

The estimate $-C/(2B)=-0.01415$ bohr$^{-3/2}$ is smaller in magnitude than $\delta_+$ by about 4%.

## 3. Why the root of larger magnitude is rejected

A first argument is continuity. If $w_1$ already has the right amplitude, $\gamma=1$ and $C=0$, then no correction is needed, and $\delta_+=0$ says so. The other root becomes $-2B/A$. The function $w_1-(2B/A)g$ is the reflection of $w_1$ in the plane perpendicular to $g$ in function space. It has the same norm as $w_1$, but it differs from $w_1$ by a function of norm $2B/\sqrt A$ (1.17 in the example), although no correction is needed. In the example $-2B/A=-0.350$ bohr$^{-3/2}$, close to the actual $\delta_-$.

A stronger argument shows that $\delta_-$ fails whenever $D>0$. Take the overlap of the corrected function with $g$:

$$\langle g|w_1+\delta_\pm g\rangle=B+A\delta_\pm=\pm\sqrt D .$$

For $\delta_-$ this overlap is negative. Since $g>0$, the function $w_1+\delta_-g$ must be negative somewhere. Far out it is positive, because $w_1$ decays essentially as $e^{-\sqrt{-2\varepsilon}\,r}$ while $g$ decays as $e^{-x^{3.5}}$. It therefore changes sign, and $w_2$ has a node.

To see what a node does, invert the radial equation for $w_2$:

$$V_2=\varepsilon-\frac{l(l+1)}{2r^2}+\frac{w_2''}{2w_2}.$$

The factor $\gamma$ cancels in $w_2''/w_2$. Insert the equation for $w_1''$:

$$V_2=\varepsilon+\frac{(V_1-\varepsilon)w_1+\frac{\delta}{2}\left[g''-\frac{l(l+1)}{r^2}g\right]}{w_1+\delta g}.$$

Now write $(V_1-\varepsilon)w_1=(V_1-\varepsilon)(w_1+\delta g)+\delta(\varepsilon-V_1)g$. The first part, divided by the denominator, gives $V_1-\varepsilon$, and so

$$V_2=V_1+\frac{\delta}{w_1+\delta g}\left\{\frac12\left[g''-\frac{l(l+1)}{r^2}g\right]+(\varepsilon-V_1)g\right\}.$$

For the second derivative, set $t=x^\lambda$, so that $t'=\lambda t/r$ and $g'=(l+1-\lambda t)g/r$. Differentiating once more,

$$g''=\frac{g}{r^2}\left[(l+1-\lambda t)^2-(l+1-\lambda t)-\lambda^2t\right].$$

The terms without $t$ add to $(l+1)^2-(l+1)=l(l+1)$. The terms linear in $t$ add to $-\lambda t(2l+2-1+\lambda)$. Hence

$$g''-\frac{l(l+1)}{r^2}g=\left[\lambda^2x^{2\lambda}-\lambda(2l+\lambda+1)x^\lambda\right]\frac{g}{r^2}.$$

With $\lambda>2$ this term, divided by $w_1+\delta g$, stays finite at the origin as long as $w_1+\delta g$ keeps a nonzero $r^{l+1}$ term.

At a node the denominator of $V_2$ vanishes. If the numerator does not, $V_2$ has a pole. If the numerator happens to vanish too, so that $V_2$ remains regular, $w_2$ is a state with a node, and a lower state of the same $l$ exists in $V_2$. Neither outcome is the nodeless ground state that the construction requires.

In the example the rejected function crosses zero at $r_0=4.28$ bohr. Near this point its potential behaves as $-0.063/(r-r_0)$, with the coefficient in hartree bohr. The accepted root gives a $V_2$ whose computed ground energy is $-0.125000$ hartree.

## 4. When the discriminant turns negative

Complete the square in the norm of the corrected shape:

$$N(\delta)\equiv\langle w_1+\delta g|w_1+\delta g\rangle
=1+2B\delta+A\delta^2
=\left(1-\frac{B^2}{A}\right)+A\left(\delta+\frac BA\right)^2 .$$

Define the angle between $w_1$ and $g$ in function space by

$$\cos^2\theta=\frac{B^2}{A}=\frac{\langle w_1|g\rangle^2}{\langle w_1|w_1\rangle\langle g|g\rangle}.$$

By the Cauchy–Schwarz inequality $\cos^2\theta<1$. Equality would need $w_1\propto g$, which their different tails exclude. The least norm that any $\delta$ can reach is thus $\sin^2\theta>0$, at $\delta=-B/A$. The required norm is $1/\gamma^2$. No real coefficient exists if this is below the minimum:

$$\boxed{D<0\iff\gamma^2>\frac{1}{\sin^2\theta}=\frac{1}{1-B^2/A}} .$$

The same follows from $D=A\left(1/\gamma^2-\sin^2\theta\right)$, which is $B^2-AC$ with $C=1-1/\gamma^2$ and $B^2=A\cos^2\theta$ inserted. For $\gamma\le1$ the discriminant is positive. Adding charge along $g$ is always possible, but removing it has a limit: subtracting a multiple of $g$ cannot remove the part of $w_1$ that is perpendicular to $g$.

The condition can also be stated in charges. Let $R$ be a radius beyond which $f$ is negligible, and let $T_1$ and $T_u$ be the charges of $w_1$ and $u$ beyond $R$. Because $u=\gamma w_1$ there, $T_u=\gamma^2T_1$. The all-electron charge inside $R$ is $Q=1-T_u=1-\gamma^2T_1$. At fixed $w_1$, therefore,

$$D<0\iff Q<1-\frac{T_1}{\sin^2\theta}.$$

The discriminant turns negative when the all-electron state has less charge inside $R$ than the family $\gamma(w_1+\delta g)$ can be reduced to.

## 5. The small root fails earlier

A positive discriminant guarantees a real $\delta_+$, but not a nodeless $w_2$. At $D=0$ the overlap $\langle g|w_1+\delta g\rangle=\pm\sqrt D$ is zero. A function that is positive in the tail and has zero overlap with the positive function $g$ must change sign. The small root must therefore have developed a node before $D$ reaches zero.

To find where, let $m$ be the smallest value of $w_1/g$, including its limit at $r\to0$. The sum $w_1+\delta g$ is positive, with a nonzero $r^{l+1}$ term at the origin, if and only if $\delta>-m$. Moreover,

$$\frac BA=\frac{\int_0^\infty(w_1/g)\,g^2\,dr}{\int_0^\infty g^2\,dr}$$

is the average of $w_1/g$ with weight $g^2$. This ratio is not constant, so its minimum lies below its average: $m<B/A$, or $B-Am>0$. For the small root, $\delta_+>-m$ means $\sqrt D>B-Am$. Both sides are nonnegative, so squaring preserves the inequality:

$$B^2-AC>B^2-2ABm+A^2m^2\quad\Longleftrightarrow\quad C<2Bm-Am^2 .$$

With $C=1-1/\gamma^2$ this becomes

$$\boxed{\gamma^2<\frac{1}{1-2Bm+Am^2}} .$$

The denominator is $N(-m)=\sin^2\theta+A(B/A-m)^2$, which exceeds $\sin^2\theta$. The node limit is therefore strictly lower than the limit for a real root. Between the two limits the quadratic has two real solutions and neither is acceptable.

For hydrogen 2s at $r_c=4$ bohr, $m=0.0962$ bohr$^{-3/2}$ and $\cos^2\theta=0.3423$. The limits are

$$\gamma^2_{\rm node}=\frac{1}{1-2(1.9547)(0.0962)+11.162(0.0962)^2}\approx1.375,$$

$$\gamma^2_{D=0}=\frac{1}{1-0.3423}\approx1.520 .$$

The actual value, 1.059, is well below both. In terms of charge, with $R=10$ bohr, the all-electron state has 0.9405 electrons inside $R$, while $\gamma w_1$ has 0.9990. The correction removes the difference, and the ground state of $V_2$ again has 0.9405. With $w_1$ held fixed, a node would appear if the all-electron charge inside $R$ were below 0.9227, and the discriminant would turn negative below 0.9145.

## 6. Dependence on the cutoff radius

Changing $r_c$ changes $w_1$, $g$ and $\gamma$ together, so the limits move as well. For the same 2s state:

| $r_c$ (bohr) | $\gamma^2$ | node limit | $D=0$ limit |
|---:|---:|---:|---:|
| 2.0 | 0.9514 | 1.0002 | 1.0027 |
| 2.5 | 0.9634 | 1.0101 | 1.0289 |
| 3.0 | 0.9878 | 1.0597 | 1.1091 |
| 4.0 | 1.0586 | 1.3752 | 1.5204 |
| 5.0 | 1.1070 | 2.1905 | 2.4811 |

In none of these five cases does the discriminant turn negative or the small root acquire a node. The crossing has been checked by varying the target $\gamma^2$ at fixed $w_1$; it is not a property found in this hydrogen state.

The table also shows where the room for removing charge is small. At $r_c=2$ bohr the limit for a real root is only 0.27% above $\gamma^2=1$, because $\cos^2\theta=1-1/1.0027\approx0.0027$: $w_1$ hardly overlaps with $g$. The construction still works there because $\gamma^2<1$, so charge has to be added, although $V_2$ is then strongly structured, with a well of $-0.70$ hartree at 1.28 bohr and a barrier of $0.55$ hartree at 2.40 bohr. A state that required removal of even 0.3% of the norm of $\gamma w_1$ at the same $w_1$ would have no real coefficient. For the existence of an acceptable root, the danger is thus a small overlap together with $\gamma>1$, not a small overlap alone. A short cutoff radius has a separate cost: $u=\gamma w_1$ with nodeless $w_1$ requires the node of $u$, at 2 bohr here, to lie where the potential is modified, and the fitted $c$ rises from $-0.08$ hartree at $r_c=4$ bohr to $4.41$ hartree at $r_c=2$ bohr. This is not a limit on existence: at $r_c=1.5$ bohr a value of $c$ still fits, but it is about 110 hartree.

## 7. Use in a program

1. Determine $\gamma$ from $u/w_1$ over an interval where $f$ is negligible, and check that the ratio is constant there.
2. Compute $A$, $B$, $C$ and $D$. If $D<0$, stop. Setting $D$ to zero is no cure: the norm would remain wrong and the function would have a node.
3. Use $\delta=-C/(B+\sqrt D)$.
4. Check that $w_1+\delta g>0$ on the whole inner grid, and that its $r^{l+1}$ coefficient at the origin is positive. The sign of $D$ does not replace this check.
5. Construct $V_2$, solve for its lowest state, and compare energy, tail and interior charge with those of $u$.

The accuracy needed in $\gamma$ follows from differentiating the quadratic at fixed $A$ and $B$: $2(A\delta+B)\,d\delta+dC=0$. For the small root $A\delta_++B=\sqrt D$, and $dC=2\,d\gamma/\gamma^3$, so

$$d\delta_+=-\frac{d\gamma}{\gamma^3\sqrt D}.$$

The factor $1/(\gamma^3\sqrt D)$ diverges as $D\to0$, but the small root is rejected earlier, at the node limit, where $\sqrt D=B-Am>0$. For an acceptable root with $\gamma\ge1$ the factor therefore stays below $1/(B-Am)$; with the $w_1$ of the example it is 0.70 bohr$^{-3/2}$ at the node limit. A small overlap can make it large: it is 3.9 bohr$^{-3/2}$ at $r_c=2$ bohr. In the example the factor $1/(\gamma^3\sqrt D)$ is about 0.51 bohr$^{-3/2}$, so an error of $10^{-4}$ in $\gamma$ changes $\delta$ by about $5\times10^{-5}$ bohr$^{-3/2}$, or 0.35% of its value.

If either limit is exceeded, $r_c$ or the form of the cutoff has to be changed and the first step repeated, since $w_1$, $\gamma$ and both limits change with it. Adding a second correction function can lower the least attainable norm, but positivity must then be checked anew. The numerical check checks the roots, both limits and the inverted potential numerically.

## Computed values

```
Hydrogen 2s, l = 0, lambda = 3.5
state energy                     -0.125000 hartree
outermost maximum of u           5.2361 bohr
cutoff radius rc                 4.00 bohr
constant c                       -0.082537 hartree
gamma                            1.028863
gamma^2                          1.058560
A                                11.162202 bohr^3
B                                1.954682 bohr^(3/2)
C                                0.055320
D                                3.203281 bohr^3
small root delta                 -0.014774 bohr^(-3/2)
large root delta                 -0.335458 bohr^(-3/2)
-2B/A (large root at gamma=1)    -0.350232 bohr^(-3/2)
-B/A (least norm)                -0.175116 bohr^(-3/2)
m = min(w1/g) on grid            0.096244 bohr^(-3/2)
cos^2 theta = B^2/A              0.342296
least norm sin^2 theta           0.657704
gamma^2 limit, node              1.375249
gamma^2 limit, D = 0             1.520441
ground energy of V2              -0.1250000 hartree
radius R for charges             10.00 bohr
charge inside R, all-electron    0.940481
charge inside R, w1              0.943773
charge inside R, gamma*w1        0.999041
charge inside R, V2 state        0.940481
charge inside R at node limit    0.922674
charge inside R at D = 0         0.914511
node of rejected function        4.2797 bohr
pole residue of its potential    -0.06302 hartree bohr
Scan: rc (bohr), c (hartree), gamma^2, node limit, D=0 limit,
      small root (bohr^(-3/2)), D/B^2
2.0   4.40947 0.95139 1.00017 1.00270   0.15242 19.9948
2.5   0.81202 0.96336 1.01013 1.02892   0.05423 2.3532
3.0   0.19084 0.98776 1.05975 1.10906   0.00883 1.1260
4.0  -0.08254 1.05856 1.37525 1.52044  -0.01477 0.8384
5.0  -0.13979 1.10704 2.19047 2.48114  -0.01399 0.8380
scan cases with D < 0            0 of 5
scan cases beyond the node limit 0 of 5
```
